# Avalanche multiplication in a thin layer with equal ionisation coefficients: verification in Python

```python
"""
Avalanche multiplication with equal electron and hole ionisation coefficients.
Result under test: M = 1 / (1 - alpha*W), which is 1.25 for alpha*W = 0.2.
  alpha, beta : pairs created per unit path by an electron, by a hole
  W           : width of the multiplying layer; electrons enter at x = 0
  M           : total current divided by injected electron current
Electrons move towards +x, holes towards -x. Lengths are in nm inside the code.
Silicon parameters marked rough serve only to size the neglected effects.
"""
import math
import random
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

PER_CM_TO_PER_NM = 1e-7
alpha_cm = 2e4
width = 100.0
alpha = alpha_cm * PER_CM_TO_PER_NM
gain = alpha * width


def equal_formula(ionisation_integral):
    return 1.0 / (1.0 - ionisation_integral)


def unequal_formula(a, b, w):
    k = b / a
    return (1 - k) / (math.exp(-(1 - k) * a * w) - k)


def solve_currents(a_of_x, b_of_x, w):
    """Integrate both current equations; impose zero hole current at x = w.
    Returns M and the hole current at x = 0 per unit injected current."""
    def slope(x, y):
        gen1 = a_of_x(x) * y[0] + b_of_x(x) * y[1]
        gen2 = a_of_x(x) * y[2] + b_of_x(x) * y[3]
        return [gen1, -gen1, gen2, -gen2]
    end = solve_ivp(slope, (0, w), [1, 0, 0, 1], rtol=1e-10, atol=1e-12,
                    max_step=w / 20).y[:, -1]
    hole_at_entry = -end[1] / end[3]
    return end[0] + end[2] * hole_at_entry, hole_at_entry


def constant_currents(a, b, w=width):
    return solve_currents(lambda x: a, lambda x: b, w)


def branching(a, w, dead, trials, seed):
    """Follow random ionisations; return pair counts by trial and generation."""
    rng = random.Random(seed)
    rate = 1.0 / (1.0 / a - dead)
    totals = np.zeros(trials)
    generations = np.zeros((trials, 3))
    for trial in range(trials):
        waiting = [(0.0, 1, 0)]
        pairs = 0
        while waiting:
            x, direction, generation = waiting.pop()
            while True:
                x += direction * (dead + rng.expovariate(rate))
                if x < 0 or x > w:
                    break
                pairs += 1
                if generation < 3:
                    generations[trial, generation] += 1
                waiting.append((x, 1, generation + 1))
                waiting.append((x, -1, generation + 1))
        totals[trial] = pairs
    return totals, generations


def descendant_equation(a, w, dead, cells=400):
    """Mean descendants from the next-ionisation distribution.
    Returns M for an electron entering at 0 and M for pairs born in each cell."""
    edges = np.linspace(0, w, cells + 1)
    centres = (edges[1:] + edges[:-1]) / 2

    def reached(distance):
        return -np.expm1(-np.maximum(distance - dead, 0) / (1 / a - dead))

    def next_event(start):
        return reached(edges[1:] - start) - reached(edges[:-1] - start)

    transfer = np.array([next_event(x) for x in centres])
    mirror = np.eye(cells)[::-1]
    after_event = 2 * np.eye(cells) + mirror
    electron = np.linalg.solve(np.eye(cells) - transfer @ after_event,
                               transfer.sum(axis=1))
    m_entry = 1 + next_event(0.0) @ (1 + after_event @ electron)
    return m_entry, 1 + electron + electron[::-1]


def agrees(samples, expected):
    error = samples.std(ddof=1) / math.sqrt(len(samples))
    return abs(samples.mean() - expected) < 4.5 * error


# Main result from the coupled current equations, at several strengths
for strength in (0.05, 0.2, 0.5, 0.8):
    numeric, _ = constant_currents(strength / width, strength / width)
    assert abs(numeric / equal_formula(strength) - 1) < 1e-6
M = equal_formula(gain)
M_currents, hole_entry = constant_currents(alpha, alpha)
assert abs(M_currents - 1.25) < 1e-7

# Above the limit the only steady solution has a negative hole current
M_above, hole_above = constant_currents(1.2 / width, 1.2 / width)
assert hole_above < 0 and M_above < 0

# A non-uniform coefficient with the same integral gives the same M
def peaked(x):
    return 2 * alpha * math.sin(math.pi * x / width) ** 2
M_peaked, _ = solve_currents(peaked, peaked, width)
assert abs(M_peaked - M) < 1e-6

# Random branching: total and separate generations
trials = 200000
pairs, generations = branching(alpha, width, 0.0, trials, 11)
assert agrees(1 + pairs, M)
for index in range(3):
    assert agrees(generations[:, index], gain ** (index + 1))

# The birthplace of a primary pair does not matter
M_descend, M_birthplace = descendant_equation(alpha, width, 0.0)
assert abs(M_descend - M) < 1e-5
assert np.max(np.abs(M_birthplace - M)) < 1e-5

# No hole ionisation
M_electron_only, _ = constant_currents(alpha, 0.0)
assert abs(M_electron_only - math.exp(gain)) < 1e-7

# Rough silicon p-i-n parameters
field = 0.4                 # MV/cm
threshold = 1.5             # eV
field_scale = 1.5           # MV/cm, b in alpha ~ exp(-b/F)
scale_rise = 7e-4           # relative rise of b per K
alpha_e_cm, alpha_h_cm = 3e4, 1e4
injected = 1e3              # A/cm2
velocity = 1e7              # cm/s
permittivity = 12.0
lifetime = 1e-6             # s
kane_a, kane_b = 4e14, 19.0  # cm^-1/2 V^-5/2 s^-1 and MV/cm

# Dead space: 1 MV/cm equals 0.1 V/nm
voltage = field * 0.1 * width
dead = threshold / (field * 0.1)
alpha_after_dead = 1 / (1 / alpha - dead)
M_dead, _ = descendant_equation(alpha, width, dead)
pairs_dead, _ = branching(alpha, width, dead, trials, 23)
assert agrees(1 + pairs_dead, M_dead)
assert M_dead < M

# Unequal coefficients
ae, ah = alpha_e_cm * PER_CM_TO_PER_NM, alpha_h_cm * PER_CM_TO_PER_NM
M_e = unequal_formula(ae, ah, width)
M_h = unequal_formula(ah, ae, width)
assert abs(M_e - constant_currents(ae, ah)[0]) < 1e-6
assert abs(M_h - constant_currents(ah, ae)[0]) < 1e-6


def alpha_at(f, warmer_by=0.0):
    scale = field_scale * (1 + scale_rise * warmer_by)
    return alpha * math.exp(field_scale / field - scale / f)


alpha_field = alpha_at(1.05 * field)
alpha_hot = alpha_at(field, 100.0)
M_field = equal_formula(alpha_field * width)
M_hot = equal_formula(alpha_hot * width)
breakdown = field_scale / (field_scale / field + math.log(gain))
breakdown_numeric = brentq(
    lambda f: 1 / constant_currents(alpha_at(f), alpha_at(f))[0], 0.5, 0.9)
assert abs(breakdown - breakdown_numeric) < 1e-6

# Space charge, tunnelling and recombination
width_cm = width * 1e-7
eps_cm = permittivity * const.epsilon_0 / 100
field_change = M * injected * width_cm / (eps_cm * velocity) / 1e6
M_charge = equal_formula(alpha_at(field + field_change) * width)


def tunnel_current(f):
    rate = kane_a * (f * 1e6) ** 2.5 * math.exp(-kane_b / f)
    return const.e * width_cm * rate


transit = width_cm / velocity

print(f"Ionisation coefficient, both carriers: {alpha_cm:.1e} /cm")
print(f"Layer width: {width:.0f} nm = {width_cm:.1e} cm")
print(f"alpha*W: {gain:.3f} (no unit)")
print(f"M from formula: {M:.4f} (no unit)")
print(f"M from coupled current equations: {M_currents:.4f} (no unit)")
print(f"Hole current at x=0 / injected current: {hole_entry:.4f} (no unit)")
print(f"M, peaked coefficient, same integral: {M_peaked:.4f} (no unit)")
print(f"Random trials: {trials} (count)")
print(f"M from random branching: {1 + pairs.mean():.4f} (no unit)")
print(f"Standard error of that M: {pairs.std(ddof=1) / trials**0.5:.4f} (no unit)")
for index in range(3):
    print(f"Generation {index + 1}, simulated / expected pairs: "
          f"{generations[:, index].mean():.4f} / {gain ** (index + 1):.4f}")
print(f"M over all birthplaces, min / max: "
      f"{M_birthplace.min():.4f} / {M_birthplace.max():.4f}")
print(f"First generation only, 1+alpha*W: {1 + gain:.4f} (no unit)")
print(f"M if only electrons ionise: {M_electron_only:.4f} (no unit)")
print(f"Steady solution at alpha*W=1.2, M: {M_above:.3f} (unphysical)")
print(f"Width at which alpha*W=1: {1 / alpha:.0f} nm")
print(f"Field (rough): {field:.2f} MV/cm")
print(f"Voltage across layer: {voltage:.2f} V")
print(f"Ionisation threshold (rough): {threshold:.2f} eV")
print(f"Dead space: {dead:.1f} nm")
print(f"Coefficient after dead space: {alpha_after_dead / 1e-7:.3e} /cm")
print(f"M with dead space: {M_dead:.4f} (no unit)")
print(f"M with dead space, simulated: {1 + pairs_dead.mean():.4f} (no unit)")
print(f"(M-1) with dead space / without: {(M_dead - 1) / (M - 1):.3f}")
print(f"Unequal alpha, beta (rough): {alpha_e_cm:.1e}, {alpha_h_cm:.1e} /cm")
print(f"M unequal, electron / hole injection: {M_e:.4f} / {M_h:.4f}")
print(f"b in exp(-b/F) (rough): {field_scale:.2f} MV/cm")
print(f"Field +5%: alpha = {alpha_field / 1e-7:.3e} /cm, M = {M_field:.4f}")
print(f"Relative rise of b (rough): {scale_rise:.1e} /K")
print(f"At 400 K: alpha = {alpha_hot / 1e-7:.3e} /cm, M = {M_hot:.4f}")
print(f"Field at which alpha*W=1: {breakdown:.3f} MV/cm")
print(f"Injected current density (chosen): {injected:.1e} A/cm2")
print(f"Drift velocity (rough): {velocity:.1e} cm/s")
print(f"Relative permittivity (rough): {permittivity:.0f} (no unit)")
print(f"Space-charge field change, upper size: {field_change:.5f} MV/cm")
print(f"M with that change in whole layer: {M_charge:.4f} (no unit)")
print(f"Tunnelling prefactor (rough): {kane_a:.1e} cm^-1/2 V^-5/2 s^-1")
print(f"Tunnelling field scale (rough): {kane_b:.0f} MV/cm")
print(f"Tunnel current at working field: {tunnel_current(field):.1e} A/cm2")
print(f"Tunnel current at alpha*W=1: {tunnel_current(breakdown):.1e} A/cm2")
print(f"Transit time: {transit * 1e12:.2f} ps")
print(f"Carrier lifetime (rough): {lifetime * 1e6:.1f} us")
print(f"Transit time / lifetime: {transit / lifetime:.1e} (no unit)")
print("PASS")
```

It prints:

```
Ionisation coefficient, both carriers: 2.0e+04 /cm
Layer width: 100 nm = 1.0e-05 cm
alpha*W: 0.200 (no unit)
M from formula: 1.2500 (no unit)
M from coupled current equations: 1.2500 (no unit)
Hole current at x=0 / injected current: 0.2500 (no unit)
M, peaked coefficient, same integral: 1.2500 (no unit)
Random trials: 200000 (count)
M from random branching: 1.2514 (no unit)
Standard error of that M: 0.0014 (no unit)
Generation 1, simulated / expected pairs: 0.2009 / 0.2000
Generation 2, simulated / expected pairs: 0.0402 / 0.0400
Generation 3, simulated / expected pairs: 0.0082 / 0.0080
M over all birthplaces, min / max: 1.2500 / 1.2500
First generation only, 1+alpha*W: 1.2000 (no unit)
M if only electrons ionise: 1.2214 (no unit)
Steady solution at alpha*W=1.2, M: -5.000 (unphysical)
Width at which alpha*W=1: 500 nm
Field (rough): 0.40 MV/cm
Voltage across layer: 4.00 V
Ionisation threshold (rough): 1.50 eV
Dead space: 37.5 nm
Coefficient after dead space: 2.162e+04 /cm
M with dead space: 1.1384 (no unit)
M with dead space, simulated: 1.1368 (no unit)
(M-1) with dead space / without: 0.553
Unequal alpha, beta (rough): 3.0e+04, 1.0e+04 /cm
M unequal, electron / hole injection: 1.3734 / 1.1245
b in exp(-b/F) (rough): 1.50 MV/cm
Field +5%: alpha = 2.391e+04 /cm, M = 1.3142
Relative rise of b (rough): 7.0e-04 /K
At 400 K: alpha = 1.538e+04 /cm, M = 1.1818
Field at which alpha*W=1: 0.701 MV/cm
Injected current density (chosen): 1.0e+03 A/cm2
Drift velocity (rough): 1.0e+07 cm/s
Relative permittivity (rough): 12 (no unit)
Space-charge field change, upper size: 0.00118 MV/cm
M with that change in whole layer: 1.2535 (no unit)
Tunnelling prefactor (rough): 4.0e+14 cm^-1/2 V^-5/2 s^-1
Tunnelling field scale (rough): 19 MV/cm
Tunnel current at working field: 1.5e-16 A/cm2
Tunnel current at alpha*W=1: 4.4e-07 A/cm2
Transit time: 1.00 ps
Carrier lifetime (rough): 1.0 us
Transit time / lifetime: 1.0e-06 (no unit)
PASS
```
